Handedness of ferroelectric Bloch walls with a centrosymmetric parent phase

Suppose the polarization in one ferroelectric domain wall is found to rotate like a right-handed screw. If this is read as a preference of the material, a chiral term is added to its energy, all other walls are predicted to be right-handed, and a left-handed wall is put down to a defect. If the parent phase is centrosymmetric and nothing else biases the wall, all three conclusions are unfounded. The rotation shows that this wall is chiral. It does not show that its mirror-related partner costs more energy.

**A wall that can be solved**

Take a flat 180° wall with normal x. The polarization depends on x alone and has components P = (0, P_y, P_z). Far from the wall it is ±P0 along z. Write s = +1 for a wall with P_z = −P0 on the left and +P0 on the right, denoted −|+, and s = −1 for the wall +|−.

Setting P_x = 0 is an approximation with a clear reason. A field P_y(x), P_z(x) has zero divergence, so it carries no bound charge. A component P_x(x) does carry charge; without free charges it creates a field −P_x/(ε₀ε_b) and an energy density P_x²/(2ε₀ε_b), where ε_b is the background permittivity. This cost makes the polarization turn in the wall plane, which is Bloch rotation, and not through the normal, which is Néel rotation.

Handedness is defined by the sign of

χ = ∫ (P_y P_z' − P_z P_y') dx,

where a prime means d/dx. The integrand is the squared length of P times the rate at which P turns about +x, from y towards z. Positive χ is a turn about +x while advancing along +x: a right-handed screw.

Let the energy density be

f = (g/2)(P_y'² + P_z'²) + V,
V = (λ/4)(P² − P0²)² + (κ/2)P_y²,

with P² = P_y² + P_z² and g, λ, κ positive. The first term penalizes rapid variation, the second a change of length, the third a polarization along y. Setting the first variation to zero gives

g P_y'' = λ(P² − P0²)P_y + κP_y,
g P_z'' = λ(P² − P0²)P_z.

Try, with t = ±1 and u = qx,

P_z = sP0 tanh u,  P_y = tB sech u.

Since tanh²u = 1 − sech²u,

P² − P0² = −(P0² − B²) sech²u.

The second derivatives are (tanh u)'' = −2q² sech²u tanh u and (sech u)'' = q²(sech u − 2 sech³u). The z equation becomes

−2gq² = −λ(P0² − B²).

In the y equation the terms in sech³u give the same condition, and those in sech u give gq² = κ. Hence

q² = κ/g,  B² = P0² − 2κ/λ.

A Bloch wall of this form exists if κ < λP0²/2. Neither condition contains s or t, so both signs of P_y solve the equations for either order of the domains.

For the handedness, insert the profile:

P_yP_z' − P_zP_y' = stBP0 q(sech³u + tanh²u sech u) = stBP0 q sech u.

The integral of sech u over u is π, so

χ = πstBP0.

The wall is right-handed when st = +1 and left-handed when st = −1.

**The energy of both hands**

Multiply the y equation by P_y', the z equation by P_z', and add. The result is d/dx[(g/2)|P'|² − V] = 0. The bracket vanishes in the domains, hence everywhere, and the wall energy per area is

σ = ∫ g|P'|² dx.

Here P_z' = sP0q sech²u and P_y' = −tBq sech u tanh u. With w = tanh u, dw = sech²u du, the two integrals needed are

∫ sech⁴u du = ∫₋₁¹(1 − w²)dw = 4/3,
∫ sech²u tanh²u du = ∫₋₁¹ w² dw = 2/3.

Squaring removes s and t. Using dx = du/q and gq = √(gκ),

σ_B = √(gκ)(4P0²/3 + 2B²/3)
  = 2√(gκ)[P0² − 2κ/(3λ)].

All four walls have this energy. This is the counter-example: full Bloch rotation, a definite hand in each wall, and no energy difference between the hands.

The rotation is nevertheless favoured. The Ising wall has P_y = 0 and P_z = sP0 tanh(q_I x). The z equation now gives q_I² = λP0²/(2g), and the energy integral gives

σ_I = (4/3)g q_I P0² = (4/3)P0³√(gλ/2).

With r = 2κ/(λP0²), one has √(gκ) = P0√r√(gλ/2) and 2κ/(3λ) = rP0²/3, so

σ_B/σ_I = √r(3 − r)/2.

As a function of v = √r this is (3v − v³)/2, with slope 3(1 − v²)/2. It rises to 1 at r = 1, so σ_B < σ_I wherever the Bloch solution exists. At r = 1 the amplitude B vanishes and the two walls merge.

The way the Ising wall loses stability shows why no hand is chosen. For a small added P_y, the second variation contains the operator

L = −g d²/dx² + κ − 2gq_I² sech²(q_I x).

Acting on sech(q_I x), it gives that function times κ − gq_I² = κ − λP0²/2, which is negative for r < 1. There is no second negative mode. In the variable u = q_I x, let a = d/du + tanh u, with adjoint a† = −d/du + tanh u. Then a†a = −d²/du² + 1 − 2sech²u and aa† = −d²/du² + 1. The two products share their nonzero spectrum, and that of aa† starts at 1. So L has the one negative value, and the rest of its spectrum starts at κ. Changes of P_z do not mix with P_y at this order and have no negative mode, because their zero mode P_z' has no node. For changes that depend on x alone, the Ising wall is thus a saddle with a single downhill direction, which can be followed with P_y > 0 or with P_y < 0. In a wide wall, a P_y that varies slowly along z also lowers the energy, so different parts can take different signs. The choice is spontaneous.

**Numbers for the model**

Take P0 = 25 µC/cm² = 0.25 C/m², a well depth λP0⁴/4 = 10 MJ/m³, g = 1.0×10⁻¹⁰ J m³/C² and κ = 8.0×10⁷ J m/C². Then

λ = 4×10⁷/0.25⁴ = 1.024×10¹⁰ J m⁵/C⁴,
1/q = √(g/κ) = 1.12 nm,
B² = 0.0625 − 0.0156 = 0.0469 C²/m⁴,

so B = 21.7 µC/cm², and r = 0.25. The energies are

σ_B = 2 × 0.0894 × (0.0625 − 0.0052) J/m² = 10.25 mJ/m²,
σ_I = 14.91 mJ/m².

The ratio is 0.5 × 2.75/2 = 0.6875, as the formula requires.

As a test, the energy was also minimized numerically on a grid of spacing 0.06 nm, with the end domains fixed. Walls with P_y > 0 started from an amplitude 0.5P0 and a width of 0.7 nm, those with P_y < 0 from 0.95P0 and 1.8 nm. All four relaxed to 10.2475 mJ/m², against 10.2486 mJ/m² from the formula. The difference is the error of the grid. The relaxed energies quoted below to four decimals come from the same grid and, unless noted otherwise, lie 0.001 to 0.0015 mJ/m² below their continuum values. The extra digits serve to compare walls with one another, and the equalities and differences are unaffected at the digits given.

This model has more symmetry than the general claim needs: it is unchanged by P_y → −P_y. One might suspect that the equality rests on that convenience. It does not.

**The general statement**

Let the parent phase have an inversion centre, and let no applied or built-in influence break inversion. Consider a flat 180° wall between uniform domains of opposite polarization. Then every profile with χ > 0 has a partner with χ < 0, the same domains on the same sides, and the same energy. The lowest energies of the two hands are therefore equal.

Proof. Inversion about the wall centre x = 0 moves the value at −x to x and reverses the polar vector:

P̃(x) = −P(−x).

First, the domains. At x → +∞, P̃ = −P(−∞), which equals P(+∞) because the end polarizations are opposite. The same holds at −∞. The partner is a wall of the same type.

Second, the hand. Differentiation gives P̃'(x) = +P'(−x), one minus sign coming from the vector and one from the argument. Therefore

P̃_yP̃_z' − P̃_zP̃_y' at x = −(P_yP_z' − P_zP_y') at −x.

Integration over all x gives χ̃ = −χ.

Third, the energy. Consider a term with n factors of P and m derivatives in all, and any constant coefficient. Each factor of P contributes −1, and so does each derivative. The term in the partner at x is (−1)^(n+m) times the original term at −x. A centrosymmetric parent admits even n + m alone, so the density is merely carried from −x to x and its integral is unchanged. Strain and electrostatic potential, if present, are transformed along with P, and their energy is unchanged for the same reason. This completes the proof.

The argument uses no small amplitude, no particular profile and no mirror plane. It does use the 180° condition: inversion turns a wall between general states P₁|P₂ into −P₂|−P₁, which is the same wall when P₂ = −P₁.

Centrosymmetry is sufficient but not necessary. A mirror y → −y also keeps the end domains, reverses P_y and hence χ, and enforces the equality in a parent without an inversion centre.

**A case with inversion and no mirror**

Add to f the terms

νP_yP_z(P0² − P_z²) + ηP_z²P_y'.

The first consists of a part with n + m = 2 + 0 and a part with 4 + 0, and the second has 3 + 1, so both are even under inversion. Together they are compatible with no mirror and no twofold rotation about the coordinate axes. The second is of the kind that arises when polarization couples to a strain gradient and the strain itself follows P².

With νP0⁴ = 2.0 MJ/m³ and ηP0³ = −2.0 MJ/m³ nm, the relaxed energies are:

−|+ right 10.0114, left 10.0114 mJ/m²
+|− right 10.0865, left 10.0865 mJ/m²

If P_y is merely reversed in the relaxed right-handed −|+ wall, without further relaxation, the energy is 10.9818 mJ/m². So P_y → −P_y is no longer a symmetry, and the equality of the hands is the work of inversion.

The two wall types differ by 0.075 mJ/m². This does not conflict with the theorem, since inversion maps −|+ to −|+. Reversing P everywhere would exchange the types, but it changes the sign of the η term and is not a symmetry here.

**What a real preference requires**

The simplest chiral bias is

f_D = D(P_yP_z' − P_zP_y').

For fields depending on x, curl P = (0, −P_z', P_y'), so f_D = −D P·curl P. It has n + m = 2 + 1 = 3 and is forbidden in a centrosymmetric parent. If inversion is absent and D is allowed, its first-order effect follows from the unperturbed wall: that wall is stationary, so its change of shape affects the energy only at second order. Thus dσ/dD = χ at D = 0, and

σ_R − σ_L = 2πDBP0.

Inversion exchanges the hands and reverses D, so σ_R(D) = σ_L(−D). The splitting is odd in D, and the next correction is cubic.

For a chosen D = 2.0×10⁻³ J m²/C²,

σ_R − σ_L = 2π × 0.0020 × 0.2165 × 0.25 J/m² = 0.680 mJ/m².

The relaxed walls give 10.5865 mJ/m² for right and 9.9065 mJ/m² for left, in both wall types. Their difference is 0.680 mJ/m², or 0.42 eV for a patch of 10 nm × 10 nm. A positive D favours left-handed walls throughout.

A transverse electric field acts differently. The term −EP_y is odd under inversion, so it lies outside the theorem, but what it selects is the sign of P_y. The domains also tilt, to P_y = E/κ, and σ must be counted from the energy of these tilted domains. At E = 0 the tilt vanishes, and

dσ/dE = −∫P_y dx = −tπB/q.

The two signs of P_y therefore split by

σ(P_y < 0) − σ(P_y > 0) = 2πBE/q

to first order. For E = 0.010 MV/cm = 10⁶ V/m this is 2π × 0.2165 × 10⁶ × 1.118×10⁻⁹ J/m² = 1.52 mJ/m². The relaxed energies are 9.4955 mJ/m² for P_y > 0 and 11.0157 mJ/m² for P_y < 0, again in both wall types.

In a −|+ wall, P_y > 0 is right-handed; in the +|− wall that follows it, P_y > 0 is left-handed. The field thus favours alternating hands in successive walls, whereas D favours one common hand. The energy difference between the two hands of a single wall cannot tell these cases apart. The same comparison in two neighbouring walls of opposite type can. The domains give a further sign: the field tilts them all towards the same side, here by about 3°, whereas D leaves them untilted.

**Equal energies and the hand of a given wall**

Equality does not make a Bloch wall achiral, nor does it let the wall change hand freely. If the whole wall passes uniformly through the Ising state, the barrier is σ_I − σ_B = 4.66 mJ/m², which is 2.9 eV for a 10 nm × 10 nm patch. At 300 K, k_BT is 0.026 eV.

A wall can also contain patches of both hands, separated by a line. For a line along y, take the trial field

P_y = b(z) sech(qx),  P_z = sP0 tanh(qx),

with b running from −B to B. Its divergence ∂P_y/∂y + ∂P_z/∂z is zero, so it adds no charge. At constant b, the x-gradient of P_y contributes κb²/(3q), the anisotropy κb²/q, and the quartic term (λ/(3q))(P0² − b²)². Their sum is, up to a constant,

(λ/(3q))[b⁴ − 2b²(P0² − 2κ/λ)] = (λ/(3q))[(b² − B²)² − B⁴].

Assume that variation along z is penalized with the same coefficient g as variation along x. It then adds (g/2)b'²∫sech²(qx)dx = (g/q)b'², where b' = db/dz. The excess energy per length of line is

T = ∫ [(g/q)b'² + (λ/(3q))(B² − b²)²] dz.

For positive numbers, X² + Y² ≥ 2XY, with equality when X = Y. Hence the lowest value within this trial family is

T = (2/q)√(gλ/3) ∫₋B^B (B² − b²) db = (8B³/(3q))√(gλ/3),

reached for b = B tanh(z/ℓ) with 1/ℓ = B√(λ/(3g)). Because the true field can relax further, this is an upper bound on the line energy. Here it is 0.110 eV/nm. A straight line 10 nm long along y thus costs at most 1.1 eV. A closed patch also has boundary parts along z, where P_y changes along y and bound charge appears. The bound does not cover those parts, so it does not give the energy needed to reverse a small patch.

Equality does fix the unbiased expectation. If N walls choose their hands independently, each with probability 1/2, the right-handed fraction has mean 1/2 and standard deviation 1/(2√N). For four walls that is 0.25, so a small sample with unequal numbers is weak evidence for a chiral energy.

**Beside real ferroelectrics**

The parameters are round values in the rough regime of perovskite oxides at room temperature. The polarization is close to that of barium titanate, roughly 26 µC/cm², and well below that of lead titanate. The well is deeper than in common Landau models of barium titanate, so the energies are not predictions for that material. The model does not establish that either has Bloch walls.

One serious omission is anisotropic strain. The domains hold the in-plane strains of the wall at their own values, while the stresses on the wall normal relax to zero. Put a = P_y² and c = P_z² − P0². The in-plane misfits are

e_y = Q₁₁a + Q₁₂c,  e_z = Q₁₂a + Q₁₁c,  e_yz = Q₄₄P_yP_z,

and for a cubic parent the elastic energy density is

(K/2)(e_y² + e_z²) + K'e_ye_z + (C₄₄/2)e_yz²,

with K = C₁₁ − C₁₂²/C₁₁ and K' = C₁₂ − C₁₂²/C₁₁. Since P_y²P_z² = a(c + P0²), this is a sum of terms in a² + c², in a and in ac. Writing a² + c² = (a + c)² − 2ac, the first two kinds have the form of the λ and κ terms and are taken as already contained in them. What remains is μP_y²(P_z² − P0²), with

μ = 2KQ₁₁Q₁₂ + K'(Q₁₁² + Q₁₂²) + C₄₄Q₄₄²/2 − K(Q₁₁² + Q₁₂²) − 2K'Q₁₁Q₁₂.

Rough constants C₁₁, C₁₂, C₄₄ = 200, 100, 120 GPa and Q₁₁, Q₁₂, Q₄₄ = 0.10, −0.03, 0.05 m⁴/C² give μP0⁴ = −6.0 MJ/m³. Inside the wall P_z² < P0², so this term penalizes P_y. The peak P_y falls from 21.7 to 14.2 µC/cm², the wall energy rises from 10.2 to 14.0 mJ/m², and the advantage over the Ising wall shrinks from 4.7 to 0.9 mJ/m².

These numbers keep the κ term as it was, although strain supplies only 1.9×10⁷ of its 8.0×10⁷ J m/C². In a strictly cubic parent y and z are equivalent, so the rest cannot be a term in P_y² alone; it must come from terms that treat y and z alike, the simplest being one in P_y²P_z². With that replacement the peak P_y is 16.6 µC/cm², the wall energy 13.2 mJ/m² and the advantage 1.7 mJ/m². Whether a material has Bloch walls at all is thus sensitive to its constants and to the form of its energy. The equality is not: with the κ term kept, both hands relax to 13.9839 mJ/m² on the grid (13.988 mJ/m² in the continuum limit), because the strain term is even under inversion.

Two other simplifications can be checked quickly. On a lattice of 0.4 nm spacing, with a lattice plane at the wall centre, both hands have 10.19 mJ/m², about 0.5 % below the continuum formula. With a rough ε_b = 7, turning the full P0 to the wall normal would cost about 500 MJ/m³, against κP0²/2 = 2.5 MJ/m³ for turning it to y, which supports setting P_x = 0.

In a device, the assumption that there is no bias can fail. Unlike electrodes or a composition gradient can break inversion. If the resulting built-in field has a component of 0.010 MV/cm along y, the two hands of a given wall differ by 1.5 mJ/m² in this model, about 15 % of the unbiased wall energy. To attribute an observed preference to a chiral material, one must therefore first exclude such fields, for instance by asking whether −|+ and +|− walls prefer the same hand. A common hand rules out a uniform transverse field as the sole cause, but it does not yet prove that the material is chiral. In a twisted plate, a shear strain e_yz that grows along x couples to P_yP_z and favours one common hand even if the material is centrosymmetric. Such distortions must be excluded too. The numerical output below lists the energies of the walls compared here, except for the variant with a strictly cubic parent.

Numbers as computed

```
P0: 25.00 uC/cm2
well depth: 10.00 MJ/m3
g: 1.00e-10 J m3/C2
kappa: 8.00e+07 J m/C2
lambda: 1.0240e+10 J m5/C4
r = 2 kappa/(lambda P0^2): 0.250 (no unit)
Bloch amplitude B: 21.65 uC/cm2
Bloch length 1/q: 1.118 nm
Ising length: 0.559 nm
sigma Bloch, formula: 10.2486 mJ/m2
sigma Ising, formula: 14.9071 mJ/m2
sigma Ising, relaxed: 14.9014 mJ/m2
Ising minus Bloch, formula: 4.658 mJ/m2
same, 10x10 nm patch: 2.908 eV
unstable Ising mode / P0^-2: -14.994 MJ/m3
relaxed walls, mJ/m2: no bias | chiral bias | field
  -|+ Py>0 right: 10.2475 | 10.5865 | 9.4955
  -|+ Py<0 left: 10.2475 | 9.9065 | 11.0157
  +|- Py>0 left: 10.2475 | 9.9065 | 9.4955
  +|- Py<0 right: 10.2475 | 10.5865 | 11.0157
largest spread without bias: 7.1e-15 mJ/m2
chiral coefficient D: 2.00e-03 J m2/C2
chiral splitting R-L, relaxed: 0.6800 mJ/m2
chiral splitting, formula: 0.6802 mJ/m2
same, 10x10 nm patch: 0.424 eV
transverse field: 0.010 MV/cm
field splitting, relaxed: 1.5202 mJ/m2
field splitting, formula: 1.5209 mJ/m2
low-symmetry centrosymmetric parent:
  nu P0^4: 2.0 MJ/m3
  eta P0^3: -2.0 MJ/m3 nm
  -|+ right: 10.0114 mJ/m2
  -|+ left: 10.0114 mJ/m2
  +|- left: 10.0865 mJ/m2
  +|- right: 10.0865 mJ/m2
  -|+ right with Py merely reversed: 10.9818 mJ/m2
left/right line energy, upper bound: 0.110 eV/nm
kT at 300 K: 0.0259 eV
strain share of well depth: 2.61 MJ/m3
strain share of kappa: 1.88e+07 J m/C2
strain anisotropy mu P0^4: -6.02 MJ/m3
with it: sigma right: 13.9839 mJ/m2
with it: sigma left: 13.9839 mJ/m2
with it: peak Py: 14.20 uC/cm2
with it: Ising minus Bloch: 0.917 mJ/m2
0.4 nm lattice: sigma right: 10.1949 mJ/m2
0.4 nm lattice: sigma left: 10.1949 mJ/m2
Neel depolarization cost: 504 MJ/m3
Bloch anisotropy cost: 2.50 MJ/m3
```
